# Stoney's Relation Between Thin-Film Stress and Wafer Curvature

A silicon wafer is scanned for shape, coated on one face with 100 nm of tantalum, and scanned again. Its centre has moved by 60 µm relative to its edge. The film is nearly eight thousand times thinner than the wafer, yet its stress can be read from this movement without knowing the film's elastic constants. The questions are why this works and how far the reading can be trusted.

## 1. The simplest case: a thin uniform film on an isotropic wafer

Let the wafer have thickness $t$, radius $R$, Young modulus $E$ and Poisson ratio $\nu$. The film has thickness $t_f$ and the same stress $\sigma_f$ in both in-plane directions, with tension positive. Measure $z$ from the wafer midplane towards the film, and count the curvature $\kappa$ as positive when the film side is concave.

The assumptions are:

- $t_f\ll t\ll R$, with perfect bonding and linear elasticity;
- uniform film stress, film thickness and wafer thickness;
- small slopes, and a deflection well below $t$;
- a free edge, and an initially flat wafer.

Near the edge, the film force passes into the wafer over a zone a few $t$ wide, which is excluded.

**Strain.** Uniform loading suggests a spherical shape, $w=\kappa r^2/2$. A material line normal to the midplane stays normal, so it tilts by the local slope. A point at height $z$ then moves inward by $\kappa rz$. With a uniform midplane strain $e_0$, both in-plane strains are

$$e(z)=e_0-\kappa z .$$

The wafer faces carry no normal load, so $\sigma_{zz}=0$. Hooke's law for two equal in-plane strains gives

$$\sigma_s=\frac{E}{1-\nu^2}(e+\nu e)=Me,\qquad M=\frac{E}{1-\nu}.$$

$M$ is the biaxial modulus. It replaces $E$ because the wafer is bent in two directions at once.

**Balance.** Let $F=\sigma_ft_f$ be the film force per unit width. The free edge carries neither force nor moment. Since the state is uniform, both also vanish on every interior cut. The film acts at $z=t/2$, hence

$$F+\int_{-t/2}^{t/2}M(e_0-\kappa z)\,dz=F+Mte_0=0,$$

$$\frac{Ft}{2}+\int_{-t/2}^{t/2}M(e_0-\kappa z)z\,dz=\frac{Ft}{2}-\frac{M\kappa t^3}{12}=0 .$$

The second line is Stoney's relation:

$$\boxed{\sigma_ft_f=\frac{Mt^2\kappa}{6}}$$

A tensile film makes its own side concave; a compressive film makes it convex. The film modulus is absent because the balance needs only the film's force.

**What the wafer feels.** With $e_0=-F/(Mt)$ and $M\kappa=6F/t^2$,

$$\sigma_s(z)=-\frac{F}{t}-\frac{6Fz}{t^2}.$$

This is $-4F/t$ under the film and $+2F/t$ at the back. It vanishes at $z=-t/6$, not at the midplane, because the film force also compresses the wafer as a whole (or stretches it, if the film is compressive).

## 2. A real wafer is cubic

For a (001) wafer, take $x,y,z$ along the cube axes. With $e_{xx}=e_{yy}=e$, the free-face condition is

$$0=\sigma_{zz}=2C_{12}e+C_{11}e_{zz}\quad\Rightarrow\quad e_{zz}=-\frac{2C_{12}}{C_{11}}e .$$

The in-plane stress is therefore

$$\sigma_{xx}=(C_{11}+C_{12})e+C_{12}e_{zz}=Me,\qquad M=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}} .$$

No shear strain occurs, so $C_{44}$ does not enter. The balance of section 1 is unchanged.

*Isotropic limit.* There $C_{12}/C_{11}=\nu/(1-\nu)$ and $C_{11}=E(1-\nu)/[(1+\nu)(1-2\nu)]$. Hence

$$M=C_{11}\frac{(1-\nu)-2\nu^2}{(1-\nu)^2}=C_{11}\frac{(1+\nu)(1-2\nu)}{(1-\nu)^2}=\frac{E}{1-\nu}.$$

Equal in-plane strains and equal in-plane stresses look the same after rotation about $z$. For any in-plane direction, $e=(1-\nu)\sigma/E$, so $E/(1-\nu)=M$ in each of them, although $E$ and $\nu$ separately vary.

For silicon I use the rough values $C_{11}=166$, $C_{12}=64$ and $C_{44}=80$ GPa. Then

$$M=166+64-\frac{2(64)^2}{166}=180.7\ \text{GPa}.$$

Uniaxial stress along ⟨100⟩ gives $\nu=C_{12}/(C_{11}+C_{12})=0.278$ and $E=C_{11}-2C_{12}^2/(C_{11}+C_{12})=130.4$ GPa. Uniaxial stress $\sigma$ along ⟨110⟩ is an equibiaxial stress $\sigma/2$ plus a shear stress $\sigma/2$ on the cube axes. The strains along and across it are $\sigma/(2M)\pm\sigma/(4C_{44})$, which give $E=169.7$ GPa and $\nu=0.061$.

Either pair returns 180.7 GPa. Combining $E$ along ⟨110⟩ with $\nu$ along ⟨100⟩ would give 235 GPa, and a stress 30% too large.

## 3. Reading the tantalum film

The wafer has $R=150$ mm and $t=775$ µm. Define the bow $b$ as edge height minus centre height, with the film facing up. For a sphere $b=\kappa R^2/2$. The chosen change is $b=-60$ µm: the centre rises, so the film is compressive.

$$\kappa=\frac{2b}{R^2}=\frac{2(-60\times10^{-6})}{(0.150)^2}=-5.33\times10^{-3}\ \text{m}^{-1}$$

$$F=\frac{(180.7\times10^9)(775\times10^{-6})^2(-5.33\times10^{-3})}{6}=-96.4\ \text{N/m}$$

$$\sigma_f=\frac{F}{100\ \text{nm}}=-0.96\ \text{GPa}$$

The radius of curvature is 188 m. The wafer surface under the film carries $-4F/t=+0.50$ MPa, a strain of only $2.8\times10^{-6}$. In this model, a continuous film with nearly 1 GPa of stress hardly strains a transistor channel below it. This does not apply near film edges, where the force enters the wafer.

## 4. A film of finite thickness

When the wafer is released, its bending and its uniform in-plane strain both relax the film slightly, so two stresses must be distinguished. Let $\sigma_0$ be the film stress while the wafer is held flat and unstrained, and $\bar\sigma$ the mean film stress after release. Let $M_f$ be the film's biaxial modulus, $m=M_f/M$ and $h=t_f/t$.

The film's centre lies at $z=(t+t_f)/2$, and the film has its own bending stiffness. With $F=\bar\sigma t_f$, the moment balance becomes

$$F\frac{t+t_f}{2}=\frac{\kappa}{12}\left(Mt^3+M_ft_f^3\right).$$

Divide by the Stoney value $\sigma_{\rm St}t_f=Mt^2\kappa/6$:

$$\frac{\bar\sigma}{\sigma_{\rm St}}=\frac{1+mh^3}{1+h}.$$

On release, the strain at the film's centre changes by $e_0-\kappa(t+t_f)/2$, with $e_0=-F/(Mt)$ as before. Thus

$$\sigma_0t_f=F(1+mh)+\frac{M_ft_f\kappa(t+t_f)}{2}.$$

The last term divided by $\sigma_{\rm St}t_f$ is $3mh(1+h)$. Adding the terms,

$$\frac{\sigma_0}{\sigma_{\rm St}}=\frac{(1+mh)(1+mh^3)+3mh(1+h)^2}{1+h}
=\frac{1+4mh+6mh^2+4mh^3+m^2h^4}{1+h}.$$

*Limit of equal moduli.* For $m=1$ the numerator is $(1+h)^4$, so $\sigma_0=\sigma_{\rm St}(1+h)^3$. This agrees with a single plate of thickness $t+t_f$. The film force acts at distance $t/2$ from that plate's midplane, so $\sigma_0t_ft/2=M(t+t_f)^3\kappa/12$.

*Thin limit.* To first order, the corrections to Stoney's value are $(4m-1)h$ for $\sigma_0$ and $-h$ for $\bar\sigma$. The film modulus enters the first but not the second.

For tantalum, the rough values $E=185$ GPa and $\nu=0.34$ give $M_f=280$ GPa and $m=1.55$. With $h=1.29\times10^{-4}$, the corrections are $+0.067\%$ and $-0.013\%$.

## 5. A film that is not uniform

Let the film force $S(r)$ vary with radius on an isotropic wafer. With slope $\phi=dw/dr$, the principal curvatures are $\phi'$ and $\phi/r$. Define $D=Et^3/[12(1-\nu^2)]$. The total moments of film and wafer are

$$m_r=\frac{tS}{2}-D\left(\phi'+\nu\frac{\phi}{r}\right),\qquad
m_\theta=\frac{tS}{2}-D\left(\frac{\phi}{r}+\nu\phi'\right).$$

Without transverse load, moment balance of a small sector requires $(rm_r)'=m_\theta$. The terms in $\nu\phi'$ cancel, leaving

$$D\left(\phi''+\frac{\phi'}{r}-\frac{\phi}{r^2}\right)=\frac{tS'}{2}
\quad\Rightarrow\quad \phi'+\frac{\phi}{r}=\frac{tS}{2D}+C .$$

Multiply by $r$ and integrate from 0 to $R$. If $\bar S$ is the area mean of $S$, then $\phi(R)/R=t\bar S/(4D)+C/2$. The free edge, $m_r(R)=0$, requires $\phi'+\nu\phi/R=tS/(2D)$ there. Subtracting this from the equation for $\phi'+\phi/r$, taken at $r=R$, gives $C=(1-\nu)\phi(R)/R$, and so

$$C=\frac{1-\nu}{1+\nu}\,\frac{t\bar S}{2D}.$$

Let $\bar\kappa$ be Stoney's curvature for the force $\bar S$. The local mean curvature is

$$\frac12\left(\phi'+\frac{\phi}{r}\right)=\bar\kappa\left[1+\frac{1+\nu}{2}\,\frac{S-\bar S}{\bar S}\right].$$

For constant $S$ this returns Stoney's relation. Otherwise, the area-mean curvature still gives the area-mean force, but the local curvature follows only the fraction $(1+\nu)/2$ of the variation. Written out, the local mean curvature is $\bar\kappa[(1+\nu)S/\bar S+(1-\nu)]/2$: the first part follows the local force, and the second depends only on the mean force over the whole wafer.

For $S=\bar S[1+a(1-2r^2/R^2)]$, integration gives

$$\phi=\bar\kappa\left[r+\frac{(1+\nu)a}{2}\left(r-\frac{r^3}{R^2}\right)\right],\qquad
b=\frac{\bar\kappa R^2}{2}\left[1+\frac{(1+\nu)a}{4}\right].$$

To apply this to silicon, I replace the wafer by an isotropic plate with the same $M$. Its shear modulus $G$ is the average of the two in-plane values, $(C_{11}-C_{12})/2$ and $C_{44}$. From $M=E/(1-\nu)$ and $2G=E/(1+\nu)$, $\nu=(M-2G)/(M+2G)=0.159$. For $a=5\%$, the bow of this plate is 1.45% larger than for a uniform film with the same mean force; with the cubic stiffnesses, and the edge height averaged over direction, it is 1.48%.

## 6. How small must the bending be?

The slope at the wafer's edge is $8\times10^{-4}$, but a small slope is not sufficient. A flat disc cannot become part of a sphere without stretching. To second order in the slope, the midplane strains are

$$e_r=u'+\frac{\kappa^2r^2}{2},\qquad e_\theta=\frac{u}{r}
\quad\Rightarrow\quad e_r-(re_\theta)'=\frac{\kappa^2r^2}{2}.$$

Try $\sigma_r=c(R^2-r^2)$, which vanishes at the free edge. In-plane balance then gives $\sigma_\theta=(r\sigma_r)'=c(R^2-3r^2)$. With Hooke's law, the left side of the strain condition is $8cr^2/E$, so $c=E\kappa^2/16$.

The area means of $\sigma_r^2$, $\sigma_\theta^2$ and $\sigma_r\sigma_\theta$ are $c^2R^4$ times $1/3$, $1$ and $0$. The stretching energy per area is thus

$$\frac{t}{2E}\,\frac{4c^2R^4}{3}=\frac{Et\kappa^4R^4}{384}.$$

The bending energy is $\int M\kappa^2z^2dz=M\kappa^2t^3/12$. The film, strained by $-\kappa t/2$ in two directions, contributes $-F\kappa t$. It does no net work on the stretching, because the area mean of $\sigma_r+\sigma_\theta$ is zero. Setting the derivative of the total energy to zero,

$$\frac{M\kappa t^3}{6}+\frac{Et\kappa^3R^4}{96}=Ft
\quad\Rightarrow\quad
\kappa\left[1+\frac{(1-\nu)\kappa^2R^4}{16t^2}\right]=\frac{6F}{Mt^2}.$$

This is the leading correction for the area-mean curvature. Departures from the spherical shape change the energy only at higher order. Since $\kappa R^2=2b$, the correction is $(1-\nu)b^2/(4t^2)$: the deflection must be small compared with the wafer thickness. As $b/t\to0$, Stoney's relation returns. Here $|b|/t=0.077$, and with $\nu=0.159$ from section 5 the correction is 0.13%; the cubic stiffnesses give 0.12%.

## 7. Gravity between the two scans

Suppose the wafer rests on a ring at its edge, film side up. Its weight per area is $q=\rho gt$. The part inside radius $r$ is carried by a shear force $qr/2$ per length, so

$$D\left(\phi'+\frac{\phi}{r}\right)'=-\frac{qr}{2}
\quad\Rightarrow\quad \phi=\frac{Cr}{2}-\frac{qr^3}{16D}.$$

Zero edge moment, $\phi'+\nu\phi/R=0$, gives $C=(3+\nu)qR^2/[8(1+\nu)D]$. The bow is

$$b_g=\frac{CR^2}{4}-\frac{qR^4}{64D}=\frac{5+\nu}{1+\nu}\,\frac{qR^4}{64D}.$$

With $\rho=2330$ kg/m³ and the plate of section 5, $b_g=103$ µm, more than the film's effect. In linear theory, subtracting the scans removes it, apart from the small changes in sag caused by the film's own weight and stiffness.

To see what remains beyond linear theory, I minimized the plate energy numerically, including midplane stretching, with the slope and in-plane displacement written as polynomials in $r$. The film force was held at $-96.4$ N/m and the film's weight was left out.

| Case | Bow (µm) |
|---|---:|
| Film, no gravity | −59.9 |
| Gravity, no film | 102.5 |
| Gravity and film | 43.1 |
| Difference of the last two | −59.5 |

The difference is 0.9% smaller in size than Stoney's 60 µm, so the stress would be read too low by about that much. Without gravity the shortfall is 0.2%; the 0.13% of section 6 is smaller because it refers to the area-mean curvature, not to the bow. The cubic law of section 6 suggests why gravity matters: stiffening depends on the whole deflection, not just on its change. That law does not give the exact size here. For a spherical preload with the same bow as the sag it gives 0.6%, which refers to the area-mean curvature; the bow of such a plate falls short by 0.86%, close to the 0.9% of the real sag. The preload must be matched in bow, because the sag is not spherical: its area-mean curvature times $R^2/2$ is 80 µm rather than 103 µm, and the law applied to that value gives only 0.3%. The sign matters too. With the film side down, or a tensile film facing up, sag and film bow add, and the shortfall is about 2.7%. The film's own weight, with a rough density of 16,600 kg/m³, adds 0.09 µm of sag, or 0.16% of the bow change. Its stiffness removes about 0.06 µm, leaving a net change of about 0.03 µm.

## 8. The result beside a real wafer

The wafer dimensions are those of a common 300 mm silicon wafer, and a compressive stress of order 1 GPa is plausible for sputtered tantalum. Real films break the assumption of uniformity. The 5% profile of section 5 moves the bow by 1.4% in linear theory, and by 1.5% when the numerical plate calculation is repeated at the full film force without gravity. Both figures are for the averaged isotropic plate; the cubic stiffnesses raise each by about 0.03 percentage points. A wafer thickness wrong by 5 µm changes the stress by 1.3%, since $t$ enters squared. If the scans differ by 1 K, rough expansion coefficients of $6.3\times10^{-6}$ and $2.6\times10^{-6}$ K$^{-1}$ for tantalum and silicon give a stress change of $M_f\,\Delta\alpha\,\Delta T=1.0$ MPa, or 0.11%.

For these inputs, a reading of $-0.96$ GPa is therefore meaningful to a few per cent, apart from errors in the elastic constants, the film thickness and the bow itself. A film with unequal stresses in the two in-plane directions, or one patterned into parallel lines, needs a different calculation, because in general a single spherical curvature no longer describes the wafer. For other patterns, the curvature gives at best a mean film force, not the stress in each feature.
